# Negative adsorption energy does not guarantee high precursor coverage during growth

**The argument under comment**

The submitted argument concerns a precursor that binds reversibly, as an intact molecule, to sites on a growing surface. Its zero-kelvin adsorption energy is $E=-0.0800$ Ry ($-1.088$ eV), counted from a separate surface and a gas molecule at rest. The growth temperature is 500 K, where $kT=0.003167$ Ry, and the precursor pressure is 1 Pa. The argument reads:

> Adsorption lowers the energy by about 25 $kT$. The Boltzmann factor $e^{-E/kT}$ is about $9\times10^{10}$, so practically every site holds a precursor molecule during the pulse.

The arithmetic is right, but the inference is not. The factor $e^{-E/kT}$ compares one bound state, without its zero-point energy, with one gas state. The coverage depends on the total weight of all bound states against that of all gas states available to a molecule, and the second number grows as the pressure falls. The question to settle is what replaces $E$ in the exponent, and what coverage then follows.

**Coverage of one site**

I take identical, independent sites, each empty or holding one molecule, in equilibrium with an ideal gas of chemical potential $\mu$. The molecule's internal vibrations are assumed unchanged by adsorption, so they multiply the gas and surface weights equally and are left out of both. Its three translations and three rotations become six harmonic modes on the surface, with quanta $w_i$, about a single equilibrium position and orientation per site. If a site offered $n$ well-separated equivalent orientations, the weight $z_{\rm vib}$ below would be multiplied by $n$. Summing the levels $w_i(n+\tfrac12)$ of each mode gives a geometric series, and hence

$$
z_{\rm vib}=\prod_{i=1}^{6}\frac{e^{-w_i/2kT}}{1-e^{-w_i/kT}}\equiv e^{-F_{\rm vib}/kT},
$$

$$
F_{\rm vib}=\sum_i\left[\frac{w_i}{2}+kT\ln\left(1-e^{-w_i/kT}\right)\right].
$$

An empty site has grand-canonical weight 1. An occupied site has weight $e^{(\mu-E)/kT}z_{\rm vib}=e^{-\Delta G/kT}$, with

$$
\Delta G=E+F_{\rm vib}-\mu .
$$

The coverage is the occupied weight divided by the sum of both:

$$
\theta_{\rm eq}=\frac{e^{-\Delta G/kT}}{1+e^{-\Delta G/kT}}=\frac{1}{1+e^{\Delta G/kT}} .
$$

Thus $\theta_{\rm eq}>1/2$ if and only if $\Delta G<0$. A negative $E$ alone does not settle the coverage at finite temperature.

This $\Delta G$ excludes the entropy of arranging molecules among sites. Solving the last equation for it gives $\Delta G+kT\ln[\theta_{\rm eq}/(1-\theta_{\rm eq})]=0$. A positive $\Delta G$ therefore means less than half filling, not an empty surface. A negative one means more than half filling, not necessarily a full surface: $\theta_{\rm eq}=0.99$ requires $\Delta G=-kT\ln 99$.

**The gas term that was omitted**

For $N$ gas molecules in volume $V$, the partition function is $Z=(Vq_{\rm rot}/\lambda^3)^N/N!$. With $\ln N!\approx N\ln N-N$,

$$
F=-kT\ln Z=-NkT\left[\ln\frac{Vq_{\rm rot}}{N\lambda^3}+1\right].
$$

Differentiating with respect to $N$, the derivative of $-\ln N$ inside the bracket contributes $+kT$, which cancels the $-kT$ from the 1. Using $V/N=kT/p$,

$$
\mu=\left(\frac{\partial F}{\partial N}\right)_{T,V}=-kT\ln\left[\frac{kT}{p\lambda^3}\,q_{\rm rot}\right].
$$

The thermal wavelength obeys $\lambda^2=2\pi\hbar^2/(m\,kT)$. In Rydberg units $\hbar=1$ and the electron mass is $1/2$, so a molecule of $M$ electron masses has $m=M/2$ and $\lambda^2=4\pi/(M\,kT)$.

For the rotations I take a spherical top without rotational symmetry, with levels $BJ(J+1)$ of degeneracy $(2J+1)^2$. When $kT\gg B$, the sum over $J$ becomes an integral over $x=J+\tfrac12$. The degeneracy is $4x^2$, and the shift $-B/4$ in the energy is negligible:

$$
q_{\rm rot}\approx\int_0^\infty 4x^2e^{-Bx^2/kT}\,dx=\sqrt{\pi}\left(\frac{kT}{B}\right)^{3/2}.
$$

The argument gives no molecular data, so I use round model values: $M=2\times10^5$, $B=5\times10^{-7}$ Ry, and surface quanta of 0.0004 (twice), 0.0010 and 0.0006 Ry (three times). At 500 K and 1 Pa the two logarithms are $\ln(kT/p\lambda^3)=30.445$ and $\ln q_{\rm rot}=13.703$. Then

$$
\mu=-0.003167\,(30.445+13.703)\approx-0.1398\ \text{Ry}.
$$

With $F_{\rm vib}=-0.0325$ Ry,

$$
\Delta G=-0.0800-0.0325+0.1398=+0.0273\ \text{Ry}\quad(0.371\ \text{eV}).
$$

The odds of occupation are $e^{-0.0273/0.003167}\approx1.8\times10^{-4}$, and the coverage is the same to this accuracy. About one site in 5500 is occupied, although $E$ is strongly negative.

The result was tested without a chemical potential. A fixed number of molecules was shared between a gas volume and 200 sites, with rotational and vibrational levels summed explicitly and the translational sum made in a fixed box and scaled to the gas volume. The mean filling agreed with the formula, evaluated at the final gas pressure, to within $3\times10^{-4}$ of its value in all five cases, which ranged from nearly empty to nearly full. For the case worked above, both give $1.815\times10^{-4}$.

**What low pressure contributes**

At fixed temperature, pressure enters $\Delta G$ through $-\mu$, which contains $-kT\ln p$. Relative to a reference pressure $p_0$,

$$
\Delta G(p)=\Delta G(p_0)+kT\ln\frac{p_0}{p}.
$$

Setting the left side to zero gives the half-filling pressure

$$
p_{1/2}=p_0\,e^{\Delta G(p_0)/kT}.
$$

It follows that $e^{-\Delta G(p)/kT}=p/p_{1/2}$, and the coverage becomes

$$
\theta_{\rm eq}=\frac{p}{p+p_{1/2}} .
$$

For any finite $E$ and any $T>0$, $p_{1/2}$ is positive. Within this model there is therefore a range of pressures where the surface is less than half full, however negative $E$ is. Stronger binding moves that range to lower pressure but does not remove it.

Here $p_{1/2}\approx5.5\times10^3$ Pa. The coverage is about 0.15 at $10^3$ Pa and 0.95 at $10^5$ Pa. A free energy quoted at the standard pressure of $10^5$ Pa would thus give the wrong sign for the pulse:

$$
-0.0092+0.0365=+0.0273\ \text{Ry},
$$

where the first term is $\Delta G$ at $10^5$ Pa and the second is $kT\ln10^5$.

Alternatively, pressure and temperature can be held fixed and the necessary binding found. Half filling at 500 K and 1 Pa requires

$$
E=\mu-F_{\rm vib}=-0.1398+0.0325=-0.1073\ \text{Ry}\quad(-1.460\ \text{eV}).
$$

This threshold, not zero, is the value with which the computed $E$ should be compared.

**What entropy contributes**

To separate enthalpy from entropy, use $\Delta H=-T^2\,\partial(\Delta G/T)/\partial T$ at fixed pressure. This follows from $\Delta G=\Delta H-T\Delta S$ and $\Delta S=-\partial\Delta G/\partial T$. The three parts of $\Delta G$ contribute as follows.

- The term $E/T$ gives $E$.
- The term $F_{\rm vib}/T$ gives the vibrational energy $U_{\rm vib}=\sum_i[w_i/2+w_i/(e^{w_i/kT}-1)]$.
- The term $-\mu/T$ equals $k\ln(T^4)$ plus a constant, because $kT/p$ supplies one power of $T$, $\lambda^{-3}$ supplies $3/2$, and $q_{\rm rot}$ supplies $3/2$. Its derivative is $4k/T$, so it gives $-4kT$.

Therefore

$$
\Delta H=E+U_{\rm vib}-4kT=-0.0800+0.0191-0.0127=-0.0736\ \text{Ry}.
$$

Adsorption is exothermic at 500 K, as the argument supposes. The entropy term opposes it: $-T\Delta S=+0.0644$ Ry at $10^5$ Pa and $+0.1009$ Ry at 1 Pa. In this example the entropy loss at $10^5$ Pa cancels most of the enthalpy gain without reversing the sign, and the larger loss from the dilute gas completes the reversal. For a molecule bound more weakly by over 0.0092 Ry, with the same modes, $\Delta G$ would already be positive at $10^5$ Pa.

The same derivative gives the temperature dependence. Since $\ln[\theta_{\rm eq}/(1-\theta_{\rm eq})]=-\Delta G/kT$,

$$
\frac{\partial}{\partial T}\ln\frac{\theta_{\rm eq}}{1-\theta_{\rm eq}}=\frac{\Delta H}{kT^2}.
$$

While $\Delta H<0$, heating at fixed pressure empties the surface. At 1 Pa the model coverage is 0.999 at 300 K, one half at 366 K, 0.060 at 400 K and $3.9\times10^{-6}$ at 600 K. The same negative $E$ is compatible with all of them.

Two limits clarify the range of these statements. As $T\to0$ at fixed pressure, the thermal terms vanish and $\Delta G\to E+\sum_iw_i/2=-0.0782$ Ry. The model surface then fills, which is the situation that a zero-kelvin energy describes, provided that zero-point energy is included. A real precursor held at fixed pressure condenses long before this limit, so it is a property of the formula only. At very high temperature $U_{\rm vib}\to6kT$ and $\Delta H\to E+2kT$, which eventually becomes positive. That sign change comes from harmonic modes with unlimited amplitude and should not be read as a prediction of renewed adsorption.

**Low coverage does not mean no growth**

The opposite inference, that a positive $\Delta G$ forbids growth, would also be wrong. Suppose an adsorbed precursor reacts irreversibly at rate $r$, leaving a product that blocks its site. Let $\theta$ be the precursor coverage and $\varphi$ the fraction of blocked sites:

$$
\frac{d\theta}{dt}=a(1-\theta-\varphi)-(d+r)\theta,\qquad \frac{d\varphi}{dt}=r\theta .
$$

Here $a$ is the arrival rate at an empty site, with every such arrival assumed to stick, and $d$ is the desorption rate. Without reaction or product, the stationary state must be the equilibrium one, so $a(1-\theta_{\rm eq})=d\,\theta_{\rm eq}$ and $d=a\,e^{\Delta G/kT}$.

Using this balance at the moment when $\theta=\theta_{\rm eq}$ gives

$$
\frac{d\theta}{dt}=-a\varphi-r\theta_{\rm eq}<0 .
$$

A surface that starts empty therefore cannot cross above $\theta_{\rm eq}$ at constant temperature and pressure. For such a start, equilibrium is an upper bound on the precursor coverage during growth in this kinetic model.

If the precursor population adjusts much faster than product accumulates, $d\theta/dt$ may be neglected in the first equation:

$$
\theta\approx\frac{a(1-\varphi)}{a+d+r},\qquad
\frac{d\varphi}{dt}\approx\frac{ar}{a+d+r}(1-\varphi).
$$

For $r\ll d$, the fraction $a/(a+d)$ is $\theta_{\rm eq}$, and integration from $\varphi=0$ gives

$$
\varphi\approx1-e^{-r\theta_{\rm eq}t}.
$$

For $r\gg a,d$, the growth rate constant becomes $a$: nearly every molecule that sticks reacts before it can leave, and $\Delta G$ no longer controls the rate.

The arrival rate is the gas density times the mean inward normal velocity times the site area $A$. With the Maxwell distribution,

$$
a=\frac{p}{kT}\,A\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv=\frac{pA}{\sqrt{2\pi m\,kT}} .
$$

For $A=100$ bohr$^2$ this is about 3150 s$^{-1}$, so $d\approx1.7\times10^7$ s$^{-1}$. With a chosen reaction rate $r=10^4$ s$^{-1}$, the condition $r\ll d$ holds and $r\theta_{\rm eq}\approx1.8$ s$^{-1}$. The full rate equations give product on 84% of sites after 1 s and 99.6% after 3 s, while the precursor coverage stays below $\theta_{\rm eq}\approx1.815\times10^{-4}$. A nearly saturated product layer is thus no evidence of a nearly saturated precursor layer.

**Required correction and its limits**

The claim of high coverage does not follow from $E$ and should be replaced by an evaluation of $\Delta G(T,p)$ with the mass, rotational constants and surface modes of the actual precursor. The low coverage found here belongs to the chosen model values; a softer binding potential of the same depth, with lower surface quanta, would raise it. A lighter molecule in the same potential would not: its surface quanta rise as its mass and moments of inertia fall, and in the classical limit these changes cancel in the coverage. An error $\delta$ in $\Delta G$ multiplies the odds of occupation by $e^{-\delta/kT}$, so an error of one $kT$ changes them by a factor of $e$. If all six surface quanta were halved, the classical estimate $z_{\rm vib}\approx\prod_i kT/w_i$ would rise by $2^6=64$, and the coverage would reach about 1%. The chosen modes are stiff. If the two 0.0004 Ry quanta are lateral motions in a cosine corrugation of period 10 bohr, they imply a diffusion barrier of 0.081 Ry, as large as $|E|$. A barrier of a tenth of $|E|$ raises the odds about 13-fold and free lateral motion about 80-fold, while replacing one 0.0006 Ry mode by free rotation about the surface normal raises them about 27-fold. With both motions free, the site formula, only a rough guide for a mobile layer, gives a coverage near 0.3. The surface then remains less than half full, but the value $1.8\times10^{-4}$ is specific to the harmonic modes chosen.

The independent-site formula does not cover strong attraction between adsorbed molecules, which can favor a dense layer, or a mixture of sites with different binding. A precursor that dissociates on adsorption needs a different equilibrium condition, and the ideal-gas term fails near condensation. In each case the free energy must be rebuilt for the actual states; the sign of $E$ is not a substitute for it.

## Computed results

```
Molecular mass: 200000 electron masses
Rotational constant B: 5.0e-07 Ry
Surface mode quanta: 0.0004 0.0004 0.0010 0.0006 0.0006 0.0006 Ry
Adsorption energy E: -0.0800 Ry = -1.088 eV
Zero-point energy of surface modes: 0.00180 Ry
Temperature: 500 K; pressure: 1 Pa
kT: 0.003167 Ry
Thermal wavelength: 0.14086 bohr
ln(kT/(p lambda^3)): 30.445
ln(q_rot): 13.703
Gas chemical potential mu: -0.13981 Ry
Surface vibrational free energy F_vib: -0.03253 Ry
Surface vibrational energy U_vib: 0.01906 Ry
dG at 1 Pa: 0.02728 Ry = 0.371 eV
dH: -0.07360 Ry
-T dS at 1 Pa: 0.10088 Ry
dS/k at 1 Pa: -31.856
dG at 1 bar: -0.00918 Ry
-T dS at 1 bar: 0.06442 Ry
kT ln(1 bar / 1 Pa): 0.03646 Ry
Energy-only factor exp(-E/kT): 9.357e+10
True odds exp(-dG/kT): 1.816e-04
Equilibrium coverage at 1 Pa: 1.815e-04
Closed-system coverage at 1 Pa: 1.815e-04
Half-filling pressure at 500 K: 5508 Pa
Half-filling temperature at 1 Pa: 366.0 K
E for half filling, 500 K, 1 Pa: -0.10728 Ry = -1.460 eV
Coverage at 300 K, 1 Pa: 0.9992
Coverage at 400 K, 1 Pa: 0.06007
Coverage at 600 K, 1 Pa: 3.892e-06
Coverage at 500 K, 1000 Pa: 0.1537
Coverage at 500 K, 100000 Pa: 0.9478
Site area: 100 bohr^2
Impingement rate per site a: 3150.1 1/s
Desorption rate d: 1.735e+07 1/s
Reaction rate r: 1.0e+04 1/s
Product formation rate r*theta_eq: 1.815 1/s
Largest sampled precursor coverage: 1.814e-04
After 1 s: precursor 2.96e-05, product 0.8370
After 3 s: precursor 7.85e-07, product 0.9957
After 5 s: precursor 2.09e-08, product 0.9999
```
